# In what sense is the parquet approximation not conserving?

**Question**

I am solving a small impurity problem in the parquet approximation: the fully irreducible two-particle vertex is replaced by the bare interaction, the parquet and Bethe-Salpeter equations are iterated to convergence, and the self-energy comes from the Schwinger-Dyson equation. I am told that the result "is not conserving". Yet the vertex is crossing symmetric, and the one- and two-particle quantities are mutually consistent. Which identity fails, at what order in $U$, and is there a case where I can see it by hand? Does the failure also spoil the self-energy?

**Answer**

Two statements have to be kept apart. The parquet self-energy is the derivative of a functional $\Phi[G]$, so in that sense it is conserving. What fails is the two-particle Ward identity: the particle-hole irreducible vertex produced by the parquet equations is not $\delta\Sigma/\delta G$. Both facts can be seen in a Grassmann integral without time, where two flavours reduce everything to scalars.

**Conventions**

The weight is $\exp(\bar\psi A\psi-S_{\rm int})$, with $G=-\langle\psi\bar\psi\rangle$ and $G^{-1}=A-\Sigma$. All quantities are dimensionless. The interaction is $S_{\rm int}=\frac14V_{ij;kl}\bar\psi_i\bar\psi_j\psi_l\psi_k$, antisymmetric in $ij$ and in $kl$; repeated indices are summed. For an interaction $Un_\uparrow n_\downarrow$ with $n_\sigma=\bar\psi_\sigma\psi_\sigma$, this means $V_{\uparrow\downarrow;\uparrow\downarrow}=U$.

Let $F$ be the full vertex and $\Gamma$ its part irreducible in the particle-hole channel. In the exact theory $\delta\Sigma_{ik}=\Gamma_{ij;kl}\,\delta G_{lj}$. Varying Dyson's equation gives $\delta G=-G\,\delta A\,G+G\,\delta\Sigma\,G$, and repeated insertion builds the ladder

$$F_{ij;kl}=\Gamma_{ij;kl}+\Gamma_{im;kn}G_{na}G_{bm}F_{aj;bl}.$$

The pair channel has two equivalent lines, hence a factor $\frac12$:

$$F_{ij;kl}=\Gamma^{p}_{ij;kl}-\tfrac12\Gamma^{p}_{ij;mn}G_{ma}G_{nb}F_{ab;kl}.$$

With $\phi_r=F-\Gamma_r$ the part reducible in channel $r$, the parquet decomposition is $F=\Lambda+\phi_p+\phi_{ph}+\phi_x$. The crossed part is $\phi_x(ij;kl)=-\phi_{ph}(ji;kl)$. The approximation is $\Lambda=V$.

**The exact two-flavour solution**

Since $n_\sigma^2=0$, the integral picks the coefficient of $n_\uparrow n_\downarrow$ in $\exp(a_\uparrow n_\uparrow+a_\downarrow n_\downarrow-Un_\uparrow n_\downarrow)$:

$$Z=a_\uparrow a_\downarrow-U,\qquad G_\uparrow=\frac{\partial\ln Z}{\partial a_\uparrow}=\frac{a_\downarrow}{Z},\qquad \langle n_\uparrow n_\downarrow\rangle=\frac1Z .$$

Hence $\Sigma_\uparrow=a_\uparrow-Z/a_\downarrow=U/a_\downarrow$, and $\Sigma_\uparrow G_\uparrow=U\langle n_\uparrow n_\downarrow\rangle$. Define

$$g=G_\uparrow G_\downarrow,\quad x=Ug,\quad f=F_{\uparrow\downarrow;\uparrow\downarrow},\quad y=gf .$$

The connected part of the double occupancy is $-g^2f$, so $\langle n_\uparrow n_\downarrow\rangle=g(1-y)$. The previous relation then becomes the Schwinger-Dyson equation

$$\Sigma_\uparrow=G_\downarrow s,\qquad \Sigma_\downarrow=G_\uparrow s,\qquad s=U(1-y).$$

To find the exact $y$, set $p=U/(a_\uparrow a_\downarrow)$. Then $Z=a_\uparrow a_\downarrow(1-p)$ and $g=a_\uparrow a_\downarrow/Z^2$, so $1/Z=g(1-p)$. Therefore $y=p$. Multiplying $g$ by $U$ gives $x=p/(1-p)^2$, and $f=p/g=U(1-p)^2$.

**The three channels**

*Pair channel.* The intermediate states $\uparrow\downarrow$ and $\downarrow\uparrow$ contribute equally and cancel the factor $\frac12$. Thus $f=\gamma_p-\gamma_p gf$, or $\gamma_p=f/(1-y)$.

*Transverse particle-hole channel.* Here the component is $F_{\uparrow\downarrow;\downarrow\uparrow}=-f$. Write the irreducible one as $-\gamma_t$. Then $-f=-\gamma_t+(-\gamma_t)g(-f)$, which gives $\gamma_t=f/(1-y)$.

*Longitudinal particle-hole channel.* In the basis $(\uparrow\uparrow,\downarrow\downarrow)$, $F$ has zero diagonal and off-diagonal elements $f$, while the bubble is $\Pi={\rm diag}(G_\uparrow^2,G_\downarrow^2)$. From $\Gamma=(F^{-1}+\Pi)^{-1}$,

$$\Gamma=\begin{pmatrix}G_\uparrow^2&1/f\\1/f&G_\downarrow^2\end{pmatrix}^{-1}
=\frac{1}{1-y^2}\begin{pmatrix}-f^2G_\downarrow^2&f\\f&-f^2G_\uparrow^2\end{pmatrix}.$$

The equal-flavour reducible part, $0-\Gamma_{\uparrow\uparrow}=f^2G_\downarrow^2/(1-y^2)$, is not zero. The crossed channel supplies its negative, so $F_{\uparrow\uparrow;\uparrow\uparrow}=0$, as the Pauli principle demands. This cancellation survives in the parquet approximation.

For the component $f$, the reducible parts are $-fy/(1-y)$ from the pair channel, the same from the crossed channel, and $-fy^2/(1-y^2)$ from the longitudinal one. Subtracting them from $f$,

$$\Lambda=f\left[1+\frac{2y}{1-y}+\frac{y^2}{1-y^2}\right]
=f\,\frac{1-y^2+2y(1+y)+y^2}{1-y^2}=f\,\frac{1+2y+2y^2}{1-y^2}.$$

Insert the exact $y=p$ and $f=U(1-p)^2$, and use $(1-p)(1+2p+2p^2)=1+p-2p^3$:

$$\Lambda_{\rm exact}=U\,\frac{1+p-2p^3}{1+p}=U-\frac{2Up^3}{1+p}.$$

Since $p=x+O(x^2)$, the first term that parquet omits is $-2U^4g^3$.

**The Ward identity**

The interaction is unchanged by $\psi\to S\psi$, $\bar\psi\to\bar\psi S^{-1}$, because the determinants of $S$ and $S^{-1}$ cancel. So $G\to SGS^{-1}$ implies $\Sigma\to S\Sigma S^{-1}$. Take $S=1+\theta T$ with the single nonzero element $T_{\uparrow\downarrow}=1$. Then

$$\delta G_{\uparrow\downarrow}=\theta(G_\downarrow-G_\uparrow),\qquad
\delta\Sigma_{\uparrow\downarrow}=\theta(\Sigma_\downarrow-\Sigma_\uparrow).$$

If the irreducible vertex is the derivative of $\Sigma$, it must satisfy $\delta\Sigma_{\uparrow\downarrow}=-\gamma_t\,\delta G_{\uparrow\downarrow}$. Therefore

$$\gamma_t=-\frac{\Sigma_\uparrow-\Sigma_\downarrow}{G_\uparrow-G_\downarrow}=s ,$$

where the last step uses $\Sigma_\uparrow-\Sigma_\downarrow=-s(G_\uparrow-G_\downarrow)$. The exact solution passes: $f/(1-p)=U(1-p)=s$.

Now set $\Lambda=U$. Multiplying the formula for $\Lambda$ by $g(1-y^2)$ gives

$$2y^3+(2+x)y^2+y-x=0 .$$

For $x>0$ the left side increases with positive $y$, from $-x$ at $y=0$ to $5$ at $y=1$, so there is one root between them. With $f=U(1-y^2)/(1+2y+2y^2)$,

$$\gamma_t-s=U\frac{(1+y)-(1-y)(1+2y+2y^2)}{1+2y+2y^2}
=\frac{2Uy^3}{1+2y+2y^2}.$$

For repulsive $U$ and positive $g$ this is never zero. At weak coupling it is $2U^4g^3$, the omitted irreducible term with its sign reversed.

If $G_\uparrow=G_\downarrow$, the rotation identity reads $0=0$ and reveals nothing, although $\gamma_t$ still differs from the derivative of $\Sigma$. A test in a symmetric state can therefore miss the fault.

**Why the vertex fails one order before the self-energy**

The decomposition can be written $y=x(\Lambda/U)(1-y^2)/(1+2y+2y^2)$. Dropping the term $-2x^3$ from $\Lambda/U$ raises $y$ by $2x^4$ at leading order. Since $\Sigma_\uparrow/(UG_\downarrow)=1-y$, the series are

$$\text{exact: }1-x+2x^2-5x^3+14x^4,\qquad
\text{parquet: }1-x+2x^2-5x^3+12x^4 .$$

With the prefactor $U$, the self-energy is right through $U^4$ and first errs at $U^5$. Its derivative with respect to $G$ is then also right through $U^4$, and contains the fourth-order irreducible term. The parquet vertex has had that term removed. The same argument applies to any model in which $\Lambda$ first departs from $V$ at fourth order, unless a symmetry cancels the component considered.

**A worked case**

Take $G_\uparrow=0.8$, $G_\downarrow=0.5$ and $U=1$, so $g=x=0.4$. I compare exact and parquet functionals at this same $G$, which means that their sources $a_\sigma$ differ. The parquet root is $y=0.2376$: the terms $0.0268+0.1355+0.2376$ add up to $0.4$ within rounding. Then

$$f=\frac{0.2376}{0.4}=0.594,\qquad s=1-0.2376=0.7624,\qquad
\gamma_t=\frac{0.594}{0.7624}=0.779 .$$

The mismatch is $0.0268/1.588=0.0169$, or 2.2% of $s$. The self-energy is much better: $\Sigma_\uparrow=0.3812$ against the exact $0.3828$, an error of 0.4% of the exact value. A good self-energy is thus no proof of a good Ward identity.

At the same $G$, the mismatch is 0.11% of $s$ for $U=0.25$ and 7.1% for $U=2$. For very large $x$ the cubic gives $y\to1$ with $5\simeq2x(1-y)$. Hence $s\to5/(2g)$, while $\gamma_t\to2U/5$: the two sides of the identity separate completely. The exact $s$ grows as $\sqrt{U/g}$, since $1-p\simeq x^{-1/2}$, so by then the parquet self-energy is wrong as well.

**The self-energy does come from a functional**

This part holds for any number of flavours, as long as $\Lambda=V$, $G$ is invertible and one stays on the regular weak-coupling branch. Define the closed contraction

$$\langle P,Q\rangle=P_{ij;kl}G_{ka}G_{lb}Q_{ab;cd}G_{ci}G_{dj}.$$

Let $\mathcal A=\frac12\Pi_pF$ and $\mathcal B=\Pi_{ph}F$ be matrices in the pair and particle-hole channels, with $\Pi$ the product of two $G$ lines. Take

$$\Phi=\tfrac12V_{ij;kl}G_{ki}G_{lj}-\tfrac14\left[\langle V,F\rangle-\tfrac12\langle F,F\rangle+X\right],$$

$$X=4\,{\rm tr}\left[\ln(1-\mathcal A)+\mathcal A+\tfrac12\mathcal A^2\right]+2\,{\rm tr}\left[\ln(1+\mathcal B)-\mathcal B+\tfrac12\mathcal B^2\right],$$

to be made stationary in $F$. Vary the first trace:

$$4\,{\rm tr}\left[\left(1+\mathcal A-(1-\mathcal A)^{-1}\right)\delta\mathcal A\right]
=4\,{\rm tr}\left[\left(\mathcal A-\mathcal A(1-\mathcal A)^{-1}\right)\delta\mathcal A\right].$$

Because $\phi_p=F-F(1-\mathcal A)^{-1}$, $\Pi_pF=2\mathcal A$ and $\Pi_p\delta F=2\,\delta\mathcal A$, this is $\langle\phi_p,\delta F\rangle$. Likewise $\phi_{ph}=F-F(1+\mathcal B)^{-1}$, and the second trace varies by $2\langle\phi_{ph},\delta F\rangle$. As $\delta F$ is antisymmetric, $\phi_x$ and $\phi_{ph}$ contribute equally, so this equals $\langle\phi_{ph}+\phi_x,\delta F\rangle$. Stationarity therefore reads $V-F+\phi_p+\phi_{ph}+\phi_x=0$, which is the parquet equation.

Now vary $G$ by $\delta G=G\varepsilon$; an invertible $G$ allows every $\delta G$ to be written so. The factor $1+\varepsilon$ sits where a line is attached to an outgoing leg of a vertex, that is, to one of its first two indices. In terms built from $F$ alone, it can be absorbed into the outgoing legs of $F$. In $\langle V,F\rangle$ this works for two lines, while the other two end on $V$. Everything absorbed into $F$ sums to zero by stationarity. What is left, including the first term of $\Phi$, is

$$\delta\Phi=\left[V_{ij;cl}G_{lj}-\tfrac12V_{ij;kl}G_{ka}G_{lb}F_{ab;cd}G_{dj}\right]\delta G_{ci}=\Sigma_{ic}\,\delta G_{ci}.$$

The factor is $-\frac14\times2$, from the two equivalent lines ending on $V$. The bracket is the Schwinger-Dyson self-energy; for two flavours it reduces to $UG_\downarrow(1-y)$.

**Charge conservation with four flavours**

Put two sites with spin into the integral, with repulsion $U$ on each. A phase change on one site leaves $V$ and hence $\Phi$ unchanged. With $T$ the projector on that site, the self-energy obeys

$$[T,\Sigma]_{ik}=\frac{\delta\Sigma_{ik}}{\delta G_{lj}}[T,G]_{lj}.$$

Sites play here the part that times play in the Ward identity for local charge. For $U=0.3$ and a $G$ without special symmetry (rows in the order site 1 $\uparrow,\downarrow$, site 2 $\uparrow,\downarrow$: $(0.80,0.05,0.40,0)$, $(0,0.50,0.05,-0.35)$, $(0.30,0,0.60,0.05)$, $(0.05,0.45,0,0.70)$), the largest element of $[T,\Sigma]$ is $3.7\times10^{-3}$. Using the numerical derivative of the parquet self-energy, the identity holds to $10^{-13}$. Using the parquet vertex instead, it fails by $5.1\times10^{-5}$, or 1.4% of that largest element. Crossing symmetry holds to rounding error.

At weak coupling the vertex mismatch grows with a measured power of $3.97$ in $U$ and the charge violation with $3.98$, consistent with fourth order.

**What this means for response functions**

There are two ways to obtain a response from one parquet solution, and each gives up something.

Using the parquet vertex keeps crossing symmetry but loses the Ward identity. For a transverse source, Dyson's equation gives $\delta G_{\uparrow\downarrow}/\delta A_{\uparrow\downarrow}=-g/(1+g\gamma)$, where $\gamma$ is the irreducible vertex used. In the worked case symmetry requires $\gamma=s$ and a response of $-0.3065$; the parquet $\gamma_t$ gives $-0.3049$. The response thus shifts by 0.5%, less than the 2.2% of the vertex, because $\gamma$ enters only through $1+g\gamma$.

Differentiating the parquet self-energy restores the Ward identity but breaks the Pauli constraint. Since $n_\uparrow^2=0$, one must have $\partial G_\uparrow/\partial a_\uparrow=\langle n_\uparrow^2\rangle-\langle n_\uparrow\rangle^2=-G_\uparrow^2=-0.640$. The differentiated parquet solution gives $-0.637$. Equivalently, the vertex rebuilt from $\delta\Sigma/\delta G$ has the equal-flavour element $-0.0074$ where there should be zero.

So for your impurity, state which response you computed. If a conservation law matters most, differentiate the self-energy, that is, compute the change of the converged $G$ under a small source. If equal-flavour constraints matter most, use the parquet vertex, and monitor the Ward mismatch as a warning sign of missing irreducible diagrams. At weak coupling and for a $G$ without special symmetry it is of the same order as the omitted term, as in the cases above. A small mismatch does not prove that little is missing, because a symmetry can cancel its leading term: for two sites with a spin-diagonal, spin-independent $G$, the charge violation grows about one power of $U$ faster than $\Lambda-V$. The percentages above belong to a model without dynamics and do not predict the size of the violation in yours.

## Numbers as computed

```
TWO FLAVOURS, all quantities dimensionless
G_up = 0.8, G_dn = 0.5, U = 1.0, x = U G_up G_dn = 0.4000
exact sources at this G: a_up = 1.632782, a_dn = 2.612452
exact Z = 3.265564, <n_up n_dn> = 0.306226
y: exact = 0.234436, parquet = 0.237634
vertex f: exact = 0.586089, parquet = 0.594085
exact fully irreducible vertex = 0.979125 (parquet uses 1.0)
Sigma_up: exact = 0.382782, parquet = 0.381183
Sigma_dn: exact = 0.612452, parquet = 0.609893
Ward value of transverse vertex, s = 0.762366
parquet transverse vertex = 0.779265
mismatch = 0.016898 = 2.217 percent of s
longitudinal: parquet vertex = 0.629641, dSigma_up/dG_dn = 0.610151
transverse response: Ward = -0.306526, vertex = -0.304946
equal-flavour reducible parts: ph = 0.093515, crossed = -0.093515
equal-flavour F: parquet = 0.0e+00, from dSigma/dG = -0.007370
dG_up/da_up: Pauli value = -0.640000, differentiated parquet = -0.636981
Sigma_up/(U G_dn), coefficients of x^0 to x^4:
  exact   [1, -1, 2, -5, 14]
  parquet [1, -1, 2, -5, 12]
(y_parquet - y_exact)/x^4 at x = 0.002: 1.9566
Sweep:  U      x      y        s        Gamma_t  mismatch  percent of s
       0.25   0.10  0.08400  0.22900  0.22925  0.000251  0.1095
       0.50   0.20  0.14650  0.42675  0.42910  0.002353  0.5515
       1.00   0.40  0.23763  0.76237  0.77926  0.016898  2.2166
       2.00   0.80  0.35571  1.28858  1.38023  0.091642  7.1118
FOUR FLAVOURS (two sites with spin), dimensionless
U = 0.3; G rows (site 1 up, dn, site 2 up, dn):
     0.80    0.05    0.40    0.00
     0.00    0.50    0.05   -0.35
     0.30    0.00    0.60    0.05
     0.05    0.45    0.00    0.70
largest crossing violation of F = 8.3e-17
largest |dPhi/dG - Sigma| = 3.9e-11
largest |[T,Sigma]| = 3.7341e-03
charge identity error with dSigma/dG = 1.0e-13
charge identity error with parquet vertex = 5.0677e-05
largest |dSigma/dG - Gamma| = 6.1771e-04
power of U, vertex mismatch (U 0.01 to 0.02) = 3.967
power of U, charge violation (U 0.004 to 0.008) = 3.981
```
